# Overlay from two biased gratings and the error of the linear formula

**Question**

I am working an exercise on diffraction-based overlay and my two answers disagree.

A target has two pads. Each has a top grating over a bottom grating, both with pitch $P=600$ nm. The top grating is deliberately shifted by $+d$ in one pad and $-d$ in the other, and the unknown overlay $\varepsilon$ adds to both shifts. The signal is the asymmetry $A=I_{+1}-I_{-1}$ between the two first diffraction orders, as a fraction of the incident flux. The exercise says that $A$ is sinusoidal in the total shift, with the same unknown amplitude in all pads, and gives noise-free data for two targets with the same overlay:

- $d=20$ nm: $A_+=0.0030755$, $A_-=-0.0018589$
- $d=100$ nm: $A_+=0.0105878$, $A_-=-0.0099659$

I used the linear formula $\varepsilon=d\,(A_++A_-)/(A_+-A_-)$. It gives 4.93 nm for the first target and 3.03 nm for the second. Which is right, if either? How large can the error get? And if I correct for the sine, is there any reason not to use a large bias?

**Answer**

Neither is right, although the first is close. The linear formula replaces the sine by a straight line over the whole range of shifts, and that range is set mainly by your bias. The sine can be inverted without this approximation, and the comparison then gives the error in closed form.

**Where the sine comes from**

Let $x$ be the shift of the top grating relative to the bottom one, and $q=2\pi/P$. Fix the coordinates to the top grating, so that the bottom grating is displaced by $-x$. A periodic profile displaced in this way is

$$f(X+x)=\sum_m f_m e^{imq(X+x)},$$

so its order $m$ acquires the factor $e^{imqx}$. In each first order, let a wave of amplitude $a$ diffracted by the top grating interfere with a wave of amplitude $b$ diffracted by the bottom one. At normal incidence, with each grating mirror symmetric, the phase difference $\phi$ at $x=0$ is the same for both orders. Then

$$I_{\pm1}=\left|a+b\,e^{i(\phi\pm qx)}\right|^2=a^2+b^2+2ab\cos(\phi\pm qx).$$

Subtract the two, using $\cos(\phi+u)-\cos(\phi-u)=-2\sin\phi\sin u$:

$$A(x)=K\sin(qx),\qquad K=-4ab\sin\phi .$$

The amplitude depends on the layers between the gratings through $a$, $b$ and $\phi$, which is why $K$ is treated as unknown. (In the diffraction model below, $\phi$ stays near $\pm90^\circ$ and the gap acts mainly through $a$, because the top grating diffracts light both on the way down and on the way up, and these two contributions interfere.) If $\sin\phi=0$ there is no signal, so I assume $K\neq0$. Light diffracted several times adds higher harmonics, which are sized below.

**Inverting the two equations**

The total shifts are $\varepsilon+d$ and $\varepsilon-d$, so

$$A_\pm=K\sin(q\varepsilon\pm qd)=K\left[\sin q\varepsilon\cos qd\pm\cos q\varepsilon\sin qd\right].$$

The sum keeps the first term and the difference keeps the second:

$$S=A_++A_-=2K\sin q\varepsilon\cos qd,$$
$$D=A_+-A_-=2K\cos q\varepsilon\sin qd .$$

Dividing removes $K$:

$$\frac SD=\frac{\tan q\varepsilon}{\tan qd}
\quad\Longrightarrow\quad
\boxed{\varepsilon=\frac1q\arctan\!\left(\tan qd\,\frac SD\right)}$$

This holds for $|\varepsilon|<P/4$ and $0<d<P/2$, except $d=P/4$. The first restriction is needed because replacing $\varepsilon$ by $\varepsilon+P/2$ reverses the sign of both sines, and reversing the sign of $K$ restores the data. With $K$ unknown in sign, the measurement therefore fixes $\varepsilon$ only up to multiples of $P/2$, and a coarser measurement must select the right one.

The amplitude can be recovered too. Define

$$X=K\sin q\varepsilon=\frac{S}{2\cos qd},\qquad Y=K\cos q\varepsilon=\frac{D}{2\sin qd}.$$

Then $K^2=X^2+Y^2$. Since $\cos q\varepsilon$ and $\sin qd$ are positive in the stated ranges, $K$ has the sign of $D$.

**Your numbers**

Here $q=2\pi/600=0.010472$ nm$^{-1}$. The values of $D$ and $S/D$ below come from unrounded asymmetries, so their last digit can differ by one from what your seven-decimal data give.

For $d=20$ nm, $qd=0.20944$ and $\tan qd=0.21256$. The data give $S=0.0012166$, $D=0.0049344$ and $S/D=0.24656$. Hence

$$\varepsilon=\frac{\arctan(0.21256\times0.24656)}{0.010472}\ \text{nm}=5.00\ \text{nm},$$

while the linear formula gives $20\times0.24656=4.93$ nm.

For $d=100$ nm, $qd=1.0472$ and $\tan qd=1.73205$. Now $S=0.0006219$, $D=0.0205536$ and $S/D=0.030258$, so

$$\varepsilon=\frac{\arctan(1.73205\times0.030258)}{0.010472}\ \text{nm}=5.00\ \text{nm},$$

while the linear formula gives $100\times0.030258=3.03$ nm. The two targets agree once the sine is kept. As a further check, the second target gives $X=0.000622$ and $Y=0.011867$, hence $K=0.01188$.

**The error of the linear formula**

If $A=K'x$, then $S=2K'\varepsilon$ and $D=2K'd$, which is where $dS/D$ comes from. Applied to sinusoidal data it returns

$$\varepsilon_{\rm lin}=d\,\frac SD=d\,\frac{\tan q\varepsilon}{\tan qd},$$

so its error, estimate minus true value, is

$$e(\varepsilon)=d\,\frac{\tan q\varepsilon}{\tan qd}-\varepsilon .$$

At $\varepsilon=5$ nm this is $-0.069$ nm for the small bias and $-1.97$ nm for the large one, or $-1.4\%$ and $-39\%$ of the true overlay. A small overlay does not protect you: the pads still sample the sine near $\pm d$.

*Small angles.* With $\tan u\simeq u+u^3/3$,

$$\frac{\tan q\varepsilon}{\tan qd}\simeq\frac{\varepsilon}{d}\left(1+\frac{q^2\varepsilon^2}{3}\right)\left(1-\frac{q^2d^2}{3}\right),$$

and keeping terms through $q^2$ gives

$$e\simeq\frac{q^2}{3}\,\varepsilon(\varepsilon^2-d^2).$$

For your targets this estimate is $-0.069$ nm and $-1.82$ nm. It is good at $d=20$ nm, but at $d=100$ nm the angle $qd$ exceeds one radian and the cubic law misses part of the error.

*Small overlay, any bias below $P/4$.* Now expand only $\tan q\varepsilon\simeq q\varepsilon$:

$$\frac e\varepsilon\to\frac{qd}{\tan qd}-1 .$$

This is a scale error: the overlay is multiplied by a factor smaller than one. For $d=100$ nm the factor is $1.0472/1.73205=0.605$. The error reaches 1% in size at $d/P=0.0275$, which is $d=16.5$ nm at your pitch. The small-angle condition $(qd)^2/3=0.01$ gives nearly the same value.

*Worst case between zero and the bias.* The error vanishes at $\varepsilon=0$ by symmetry. It also vanishes at $\varepsilon=d$, because one pad then has zero total shift: $A_-=0$, so $S=D$ and the linear formula returns $d$. For $0<d<P/4$, differentiate:

$$\frac{de}{d\varepsilon}=\frac{qd}{\tan qd}\,\frac1{\cos^2q\varepsilon}-1 .$$

This increases with $\varepsilon$, so $e$ is convex. A convex function that is zero at both ends of an interval, and not zero throughout, is negative inside it. Its minimum lies where the derivative vanishes:

$$\cos^2q\varepsilon_*=\frac{qd}{\tan qd}.$$

A solution exists because $\tan qd>qd$ in this range. For $d=20$ nm the worst error is $-0.11$ nm, at $\varepsilon_*=11.6$ nm. For $d=100$ nm it is $-18.2$ nm, at $\varepsilon_*=64.9$ nm. For small bias, expanding both sides gives $1-q^2\varepsilon_*^2\simeq1-q^2d^2/3$, so $\varepsilon_*\simeq d/\sqrt3$. Inserting this into the cubic law gives

$$e_*\simeq-\frac{2q^2d^3}{9\sqrt3},$$

so in this limit the worst error grows as the cube of the bias. Negative overlays give the same sizes with opposite sign, since $e$ is odd. Beyond $\varepsilon=d$, still below $P/4$, the error is positive and grows without limit as $\varepsilon\to P/4$.

**What happens at a quarter pitch**

At $d=P/4=150$ nm, $\cos qd=0$. Then $S=0$ for every overlay, and the linear formula reports zero whatever $\varepsilon$ is. The sine formula does not rescue you. The remaining datum is $D=2K\cos q\varepsilon$, and with $K$ unknown nothing separates the two factors.

Between $P/4$ and $P/2$, $\tan qd$ is negative. The linear formula then has the wrong sign: for $d=200$ nm and a true overlay of 5 nm it returns $-6.05$ nm. The sine formula works again there, because it contains the same negative tangent.

**Does the correction make a large bias harmless?**

No. It removes a systematic error of the formula, but the data still carry less information about $\varepsilon$ as $d$ approaches $P/4$.

Let $A_+$ and $A_-$ have independent noise of equal standard deviation $\sigma_A$. Then $S$ and $D$ each have variance $2\sigma_A^2$. Their covariance is $\mathrm{Var}(A_+)-\mathrm{Var}(A_-)=0$. From the definitions of $X$ and $Y$,

$$\sigma_X=\frac{\sigma_A}{\sqrt2\,|\cos qd|},\qquad \sigma_Y=\frac{\sigma_A}{\sqrt2\,\sin qd}.$$

Since $q\varepsilon=\arctan(X/Y)$, a small change in the data gives

$$q\,\delta\varepsilon=\frac{Y\,\delta X-X\,\delta Y}{X^2+Y^2}=\frac{\cos q\varepsilon\,\delta X-\sin q\varepsilon\,\delta Y}{K}. \tag{1}$$

Adding the two uncorrelated contributions in quadrature,

$$\sigma_\varepsilon=\frac{\sigma_A}{\sqrt2\,q|K|}\sqrt{\frac{\cos^2q\varepsilon}{\cos^2qd}+\frac{\sin^2q\varepsilon}{\sin^2qd}} .$$

The first term diverges at $d=P/4$. The second diverges as $d\to0$ if $\varepsilon\ne0$, because the pads then become identical and can no longer calibrate $K$. To find the best bias, write $u=\cos^2qd$ and minimize $\cos^2q\varepsilon/u+\sin^2q\varepsilon/(1-u)$. Setting the derivative to zero gives $(1-u)/u=|\tan q\varepsilon|$, that is

$$\tan^2qd=|\tan q\varepsilon| .$$

For $\varepsilon=5$ nm and $d<P/4$ this gives $d\approx21$ nm, close to your smaller bias. It concerns noise alone, at fixed $K$ and $\sigma_A$.

For shot noise, take $N=10^9$ incident photons per pad and a mean first-order intensity $\bar I=0.00672$, from the diffraction model below. The variance of $A$ is the sum of the two Poisson variances, so $\sigma_A=\sqrt{2\bar I/N}=3.67\times10^{-6}$. The overlay noise is 0.022 nm at $d=20$ nm and 0.042 nm at $d=100$ nm, with the overlay, $K$ and photon number held fixed. Poisson sampling of the counts reproduced this formula within 1% for both of these cases.

**When the pads are not ideal**

Suppose first that the amplitudes differ, $K(1+\eta/2)$ in the $+d$ pad and $K(1-\eta/2)$ in the other. The changes in the sum and difference are

$$\delta S=\tfrac{\eta K}{2}[\sin q(\varepsilon+d)-\sin q(\varepsilon-d)]=\eta K\cos q\varepsilon\sin qd,$$
$$\delta D=\tfrac{\eta K}{2}[\sin q(\varepsilon+d)+\sin q(\varepsilon-d)]=\eta K\sin q\varepsilon\cos qd.$$

Divide by $2\cos qd$ and $2\sin qd$ to get $\delta X$ and $\delta Y$, and insert them in (1):

$$\delta\varepsilon=\frac{\eta}{2q}\left[\cos^2q\varepsilon\tan qd-\sin^2q\varepsilon\cot qd\right].$$

A mismatch of $\eta=1\%$ shifts your 5 nm result by 0.09 nm at $d=20$ nm and by 0.82 nm at $d=100$ nm.

Next, let a common offset $A_0$ be added to both asymmetries, for instance because the bottom grating is itself asymmetric (which can also add terms varying as cosines of the shift, left out here). Then $\delta S=2A_0$ and $\delta D=0$, so $\delta X=A_0/\cos qd$ and

$$\delta\varepsilon=\frac{A_0\cos q\varepsilon}{qK\cos qd}.$$

For $A_0=0.01K$ the shifts are 0.97 nm and 1.9 nm. At the small bias this chosen offset matters far more than the linearization error of 0.07 nm. At the large bias the two have similar size. Both expressions are first order in the disturbance.

**How good is the sine itself?**

To size the harmonics I used a scalar model that reproduces your amplitude $K$. Light of wavelength 532 nm, with $k_0=2\pi/532$ nm$^{-1}$, crosses a thin phase grating, travels through a gap of thickness $h=100$ nm and index 1.5, reflects from a thin amplitude grating, and returns through both. The resist lines are 50 nm high with index 1.6, so their phase step relative to air is $\psi=k_0(1.6-1)\,50\ \text{nm}=0.354$. The bottom amplitude reflectance alternates between 0.4 and 0.6. Both gratings have lines half a pitch wide, with Fourier coefficients $g_0=1/2$ and $g_m=\sin(\pi m/2)/(\pi m)$. Thus

$$t_m=[\delta_{m0}+(e^{i\psi}-1)g_m]e^{-imqx},\quad r_m=0.4\,\delta_{m0}+0.2\,g_m,$$

where the top grating is now the displaced one. The gap multiplies order $m$ by $p_m=\exp[ih\sqrt{(1.5k_0)^2-(mq)^2}]$, with the decaying root for evanescent orders. Summing over all paths,

$$u_m=\sum_{l,j}t_{m-l}\,p_l\,r_{l-j}\,p_j\,t_j,\qquad I_{\pm1}=\frac{\sqrt{k_0^2-q^2}}{k_0}|u_{\pm1}|^2 .$$

The square-root factor converts squared amplitude to flux through the surface. The $\sin qx$ component of the asymmetry is $K=0.01188$. Raising the order cutoff from 8 to 15 changes it by a relative $10^{-11}$.

The second and third harmonics are $-0.00005$ and $-0.00036$ of $K$, so in this stack the third is the larger. With all harmonics in the data, the sine formula errs by $-0.0005$ nm at $d=20$ nm and by $0.006$ nm at $d=100$ nm. The linear formula errs by $-0.07$ nm and $-1.97$ nm, almost as before. In this model the residuals are so small largely because the lines are exactly half a pitch wide: then $g_2=0$, and the second harmonic nearly vanishes. That cancellation belongs to the thin, single-pass model and should not be expected of a real stack. A vector coupled-wave calculation with the same resist and gap, but silicon lines 30 nm high on silicon, both gratings half a pitch wide, gives a second harmonic of about $-8\%$ of $K$ for TE and $+6\%$ for TM light; for TE the sine formula then errs by 0.04 nm at $d=20$ nm and by 1.3 nm at $d=100$ nm. With lines 0.4 of a pitch wide in both gratings, the same model gives a second harmonic of about 5% of $K$, and the sine formula errs by $-0.02$ nm at $d=20$ nm and by $-0.59$ nm at $d=100$ nm. The residuals above are therefore not a bound for other stacks. In both examples the large bias is the more sensitive choice.

**Compared with a real target**

Visible-light overlay targets of this kind commonly have pitches of several hundred nanometres and biases of roughly 10 to 30 nm. Your 20 nm target is in that regime, while the 100 nm bias is far outside it. The optical parameters are round values, not those of a particular wafer. The model leaves out polarization, finite grating thickness, direct reflection from the resist surface and repeated reflections in the gap, so a specific stack needs a vector diffraction calculation. Processing can also make the bottom grating asymmetric or the two pads unequal, which breaks the assumptions of zero offset and common $K$. The 1% cases above show how far that moves the result; the 1% itself is chosen, not measured.

For your exercise, the overlay is 5.00 nm from both targets. On a real target of this pitch with a bias near 20 nm, I would still use the sine formula, since it costs nothing, but I would look for offsets and pad mismatch first: in the two stacks modelled here, 1% of either matters more than the remaining harmonics. That order can change in a stack where $K$ is small or the gap is thin, because the harmonics can then be large relative to $K$. In the vector stack above with the gap reduced to 60 nm, the sine formula errs by 0.6 nm at $d=20$ nm for TE light, well above the 0.09 nm from a 1% pad mismatch. The numerical output below lists the values for both biases.

## Computed values

```
pitch 600 nm; true overlay 5.0 nm; q 0.010472 1/nm
wavelength 532 nm; gap 100 nm, index 1.5
resist height 50 nm, index 1.6; phase step 0.3543 rad
bottom amplitude reflectance: mean 0.5, step 0.2
K 0.0118829 of incident flux
relative K shift, order cutoff 8 to 15: 1.1e-11
harmonics relative to K: second -0.00005, third -0.00036
mean first-order intensity 0.006721 of incident flux
photons per pad 1.0e+09; asymmetry noise 3.666e-06
--- bias 20 nm: d/P 0.0333, qd 0.20944 rad, tan(qd) 0.21256
A_plus 0.0030755, A_minus -0.0018589 of incident flux
S 0.0012166, D 0.0049344, S/D 0.246559
overlay: sine formula 5.0000 nm, linear 4.9312 nm
linear error -0.0688 nm = -1.38 %; cubic estimate -0.0685 nm
worst linear error for 0<overlay<d: -0.1136 nm at 11.592 nm
shot noise of overlay 0.0219 nm
shift from 1% pad mismatch 0.0949 nm
shift from offset of 1% of K 0.9744 nm
error with all harmonics: sine formula -0.0005 nm, linear -0.0693 nm
--- bias 100 nm: d/P 0.1667, qd 1.04720 rad, tan(qd) 1.73205
A_plus 0.0105878, A_minus -0.0099659 of incident flux
S 0.0006219, D 0.0205536, S/D 0.030258
overlay: sine formula 5.0000 nm, linear 3.0258 nm
linear error -1.9742 nm = -39.48 %; cubic estimate -1.8231 nm
worst linear error for 0<overlay<d: -18.2471 nm at 64.937 nm
shot noise of overlay 0.0416 nm
shift from 1% pad mismatch 0.8235 nm
shift from offset of 1% of K 1.9050 nm
error with all harmonics: sine formula 0.0062 nm, linear -1.9705 nm
--- limits
1% small-overlay linear error at d/P 0.02754, d 16.523 nm
bias 200 nm: linear overlay -6.0515 nm (wrong sign)
uninformative bias P/4 = 150 nm
```
